# Intrinsic stacking-fault energy from the axial Ising model

**Setting.** A close-packed crystal is a stack of triangular layers, each in one of three lateral positions A, B, C, with neighbouring layers in different positions. Every stacking considered here has the same ideal geometry: the same nearest-neighbour distance $d$, the same layer spacing and no relaxation. Energies $E$ are per atom. A layer contains one atom per surface cell of area $A$, so an energy per atom is also an energy per layer and per cell. Hartree atomic units are used. The energy is taken to depend on the stacking alone; there is no magnetic or other order that could distinguish two stackings related by a rotation.

## Part (a): From stackings to spins

*Question.* Assign $S_i=+1$ to the step from layer $i$ to layer $i+1$ if it is A→B, B→C or C→A, and $S_i=-1$ if it is the reverse. Explain why the energy contains only even products of the $S_i$. Then, with pair couplings alone, find the energies of fcc, hcp and dhcp (stacking ABCB) in terms of $J_1,J_2,J_3$.

*Answer.* The steps fix the stacking up to the position of the first layer. Changing that position translates the whole crystal sideways, which costs nothing, so the energy is a function of the spins.

Now rotate the crystal by $180^\circ$ about an axis normal to the layers, through an atom of an A layer. A layers map onto themselves, while B and C are exchanged. Every step A→B becomes A→C, and likewise for the others, so all spins change sign. A rotation leaves the energy unchanged, hence $E(\{S\})=E(\{-S\})$ and odd products are absent. The lowest non-constant terms are pairs:

$$E=J_0-\sum_{n\ge1}J_n\langle S_iS_{i+n}\rangle ,$$

where the brackets denote an average over layers. A positive $J_n$ favours equal spins. Dropping products of four or more spins is an approximation, examined in part (d).

In fcc all spins are $+1$, and every average is $1$. In hcp the spins alternate, so the averages for $n=1,2,3$ are $-1,+1,-1$. In dhcp the steps A→B→C→B→A give $+,+,-,-$. Its nearest-neighbour products are $+,-,+,-$, with average $0$; its second-neighbour products are all $-1$; its third-neighbour products are $-,+,-,+$, with average $0$. Therefore

$$E_{\rm fcc}=J_0-J_1-J_2-J_3,$$
$$E_{\rm hcp}=J_0+J_1-J_2+J_3,$$
$$E_{\rm dhcp}=J_0+J_2 .$$

## Part (b): The fault

*Question.* An intrinsic fault is made by removing one layer from fcc and closing the gap. Show that it reverses one spin, and find its energy $\gamma$ per area for pair couplings.

*Answer.* Removing the second A from ABCABCA… leaves

$$\text{A B C B C A}\ldots$$

The steps are A→B ($+$), B→C ($+$), C→B ($-$), B→C ($+$), C→A ($+$). One spin is reversed. The same stacking results if the upper half of a perfect crystal is slid sideways by one lateral step in the sense A→B→C→A, which keeps the number of atoms fixed. (A step in the opposite sense would put two like layers directly on top of each other.) The fault energy is defined at fixed atom number, so $J_0$ cancels.

For each $n$, the reversed spin $S_0$ occurs in two pairs, $S_{-n}S_0$ and $S_0S_n$. Each product changes from $+1$ to $-1$, so its energy changes from $-J_n$ to $+J_n$, a cost of $2J_n$. Thus

$$\gamma A=\sum_n 2\times2J_n=4\sum_nJ_n .$$

This is the energy of one isolated fault, not an average over layers.

## Part (c): Eliminating the couplings

*Question.* Show that $\gamma A=2(E_{\rm hcp}-E_{\rm fcc})$ if only $J_1$ is kept, and $\gamma A=E_{\rm hcp}+2E_{\rm dhcp}-3E_{\rm fcc}$ if $J_1$ and $J_2$ are kept. Interpret both results. Apply the same method to the extrinsic fault, in which a layer is inserted.

*Answer.* With $J_1$ alone, $E_{\rm hcp}-E_{\rm fcc}=2J_1$ and $\gamma A=4J_1$, so

$$\gamma A=2(E_{\rm hcp}-E_{\rm fcc}).$$

The factor two has a direct meaning. Call a layer hexagonal if the steps below and above it have opposite signs, so that its two neighbours lie in the same lateral position. One reversed spin in fcc has an unlike neighbour on each side and creates two such layers. In hcp every layer is hexagonal, so at this order each costs $E_{\rm hcp}-E_{\rm fcc}$.

With $J_1$ and $J_2$,

$$E_{\rm hcp}-E_{\rm fcc}=2J_1,\qquad E_{\rm dhcp}-E_{\rm fcc}=J_1+2J_2 .$$

The required sum is $4J_1+4J_2$. Twice the second difference supplies $2J_1+4J_2$, and the first supplies the missing $2J_1$:

$$\gamma A=(E_{\rm hcp}-E_{\rm fcc})+2(E_{\rm dhcp}-E_{\rm fcc})
=E_{\rm hcp}+2E_{\rm dhcp}-3E_{\rm fcc}.$$

The coefficients add to zero, as they must, because a common shift of all energies cannot affect a fault. If fcc lies below both hcp and dhcp, this estimate is positive. If $E_{\rm dhcp}=(E_{\rm hcp}+E_{\rm fcc})/2$, then $J_2=0$ and the first formula is recovered.

For the extrinsic fault, insert B between C and A: ABC B ABC. The steps C→B and B→A are both negative, so two adjacent spins are reversed. Their mutual product remains $+1$. For $n=1$, two products change, one at each edge of the reversed pair, costing $4J_1$. For $n=2$, each reversed spin has two unreversed partners, so four products change, costing $8J_2$. Hence, at this order,

$$\gamma_{\rm ext}A=4J_1+8J_2=4(E_{\rm dhcp}-E_{\rm fcc}).$$

With $J_1$ alone both faults cost $4J_1$; it is $J_2$ that first separates them.

## Part (d): What the formulas leave out

*Question.* Which pair couplings does each intrinsic-fault formula include correctly? What is the effect of a four-spin term $-K\langle S_iS_{i+1}S_{i+2}S_{i+3}\rangle$?

*Answer.* For general $n$ the spin averages are $1$ in fcc, $(-1)^n$ in hcp and $\cos(n\pi/2)$ in dhcp. The last expression gives $0$ for odd $n$, $-1$ for $n=2,6,\ldots$ and $+1$ for $n=4,8,\ldots$, as the period $++--$ requires. The contributions of $J_n$ to the energy differences are

$$E_{\rm hcp}-E_{\rm fcc}:\quad J_n[1-(-1)^n],$$
$$E_{\rm dhcp}-E_{\rm fcc}:\quad J_n[1-\cos(n\pi/2)].$$

The true contribution to the fault is $4J_n$. The first formula gives $4J_n$ for odd $n$ and zero for even $n$. The second gives

- odd $n$: $2J_n+2J_n=4J_n$;
- $n=2,6,\ldots$: $0+2(2J_n)=4J_n$;
- $n=4,8,\ldots$: $0$.

The second formula therefore survives the addition of $J_3$, although $J_3$ was not used to derive it. Among pair couplings it misses those whose range is a multiple of four.

The four-spin product equals $+1$ everywhere in fcc, in hcp (two minus signs) and in dhcp (again two). It shifts all three bulk energies by $-K$ and drops out of both formulas. In the fault, four groups of four consecutive spins contain the reversed one. Each changes from $-K$ to $+K$, which adds $8K$ to $\gamma A$. No combination of these three bulk energies with coefficients adding to zero can detect $K$.

## Part (e): Interactions between layers

*Question.* Suppose the energy is a sum over pairs of layers. Let $v_n$ be the energy per cell of two layers $n$ apart when they are laterally aligned, minus the energy when they are not. Find $J_1,J_2,J_3,K$ for interactions through fourth-neighbour layers. How far does each formula of part (c) remain exact?

*Answer.* The two misaligned arrangements have equal energy by the $180^\circ$ rotation of part (a), so one number $v_n$ suffices. Two layers $n$ apart are aligned when the sum $\Sigma$ of the $n$ spins between them is a multiple of three. Neighbouring layers are never aligned, so $n=1$ gives a constant.

For $n=2$, alignment requires $\Sigma=0$, which is selected by

$$\tfrac12(1-S_1S_2).$$

For $n=3$, the possible sums are $\pm1$ and $\pm3$, so all spins must be equal. The indicator is

$$\tfrac14(1+S_1S_2+S_2S_3+S_1S_3),$$

since the three products add to $3$ for equal spins and to $-1$ otherwise.

For $n=4$, alignment requires $\Sigma=0$. Let $e_2=(\Sigma^2-4)/2$ be the sum of the six pair products and $e_4$ the product of all four spins. For $|\Sigma|=4,2,0$ the values of $(e_2,e_4)$ are $(6,1)$, $(0,-1)$, $(-2,1)$. The indicator

$$\tfrac18(3-e_2+3e_4)$$

then takes the values $0,0,1$, as needed.

Multiply each indicator by $v_n$ and average over layers. The three-spin group holds two nearest-neighbour pairs and one second-neighbour pair. The four-spin group holds three, two and one pairs of ranges $1,2,3$. Since the couplings enter the energy with a minus sign,

$$J_1=\frac{v_2}{2}-\frac{v_3}{2}+\frac{3v_4}{8},\qquad
J_2=-\frac{v_3}{4}+\frac{v_4}{4},$$
$$J_3=\frac{v_4}{8},\qquad K=-\frac{3v_4}{8}.$$

So $J_3$ and $K$ appear together, at the fourth-neighbour layer. For such interactions it is inconsistent to keep the first and discard the second.

The fault energy can also be counted directly. A reversed step lies between $n$ different pairs of layers $n$ apart, and changes $\Sigma$ from $n$ to $n-2$. For $n=2$ two pairs become aligned; for $n=3$ three pairs lose alignment; for $n=4$ the sum goes from $4$ to $2$ and nothing changes. Continuing,

$$\gamma A=2v_2-3v_3+5v_5-6v_6+\cdots .$$

Through $n=4$, the differences of part (a) give

$$E_{\rm hcp}-E_{\rm fcc}=2J_1+2J_3=v_2-v_3+v_4,$$
$$E_{\rm dhcp}-E_{\rm fcc}=J_1+2J_2+J_3=\tfrac12v_2-v_3+v_4,$$

where $K$ has cancelled. The two formulas become

$$2(E_{\rm hcp}-E_{\rm fcc})=2v_2-2v_3+2v_4,$$
$$E_{\rm hcp}+2E_{\rm dhcp}-3E_{\rm fcc}=2v_2-3v_3+3v_4 .$$

The first is exact for layer interactions through second neighbours, the second through third neighbours. With fourth neighbours included, the true value minus the formula is $-v_3-2v_4$ for the first and $-3v_4$ for the second. The second is better when $3|v_4|<|v_3+2v_4|$, which is ensured if $|v_4|<|v_3|/5$. Symmetry alone does not ensure it.

## Part (f): A pair-potential crystal

*Question.* Atoms interact through

$$\phi(r)=C\,\frac{\cos(2k_Fr)}{r^3}\,e^{-r/\lambda},$$

with $C=1.0$ hartree bohr$^3$, $k_F=1.0$ bohr$^{-1}$, $\lambda=5.0$ bohr and $d=5.0$ bohr. Atomic sums give, in microhartree (µHa) per atom, $E_{\rm hcp}-E_{\rm fcc}=1122.33$ and $E_{\rm dhcp}-E_{\rm fcc}=483.12$. The layer energies $v_2,\ldots,v_6$ are $1279.04,\ 177.59,\ 20.94,\ 0.76,\ -0.62$ µHa. A slab with a layer removed, compared with a perfect slab of equal atom number, gives $\gamma A=2032.37$ µHa. Assess the two formulas.

*Answer.* The potential has the oscillating long-range form found in metals, with an added damping. It is used here at all distances to test the formulas, not to describe a metal. A term depending on density alone would cancel, since all stackings have the same density. The estimates are

$$2(1122.33)=2244.66\ \text{µHa},$$
$$1122.33+2(483.12)=2088.57\ \text{µHa}.$$

Relative to the direct value, the first is too large by $212.3/2032.4=10.4\%$ and the second by $56.2/2032.4=2.8\%$.

Part (e) accounts for the second error. Fourth neighbours contribute $-3v_4=-62.8$ µHa to the true value minus the formula. For $n=5$ none of the three bulk crystals has aligned layers, so the formula misses the whole of $5v_5$. For $n=6$ the aligned fractions in hcp, dhcp and fcc are $1,\tfrac12,1$; the formula gives $(1+1-3)v_6=-v_6$ instead of $-6v_6$, and misses $-5v_6$. Together,

$$-62.8+3.8+3.1=-55.9\ \text{µHa},$$

against the direct difference of $-56.2$ µHa. The remaining $-0.3$ µHa comes from layers farther apart.

The couplings through fourth neighbours are $J_1=558.6$, $J_2=-39.2$, $J_3=2.6$ and $K=-7.9$ µHa. In the fault, $J_3$ contributes $4J_3=10.5$ µHa and $K$ contributes $8K=-62.8$ µHa. The four-spin term is thus the larger of the two in magnitude, and it drops out of the energy differences between fcc, hcp and dhcp. The coupling $J_3$ does enter them, though only through the sum $J_1+J_3$.

The cell area is that of a triangular lattice:

$$A=\frac{\sqrt3}{2}d^2=21.65\ \text{bohr}^2 .$$

Hence $\gamma=2032.37/21.65=93.9$ µHa/bohr$^2$, or $0.146$ J/m$^2$. This value belongs to the model, not to a particular metal.

## Part (g): Electrons that hop between layers

*Question.* In a second model, non-interacting s electrons hop with amplitude $-0.020\,e^{-(r-d)/(0.30d)}$ hartree out to $r=2.05d$. All stackings share the chemical potential $\mu=0$, measured from the on-site level, and $k_BT=0.020$ hartree. The grand potential $\Omega$ per atom, with both spin directions of the electron counted, then replaces $E$. Given $\Omega_{\rm hcp}-\Omega_{\rm fcc}=47.5805$ µHa and $\Omega_{\rm dhcp}-\Omega_{\rm fcc}=23.7903$ µHa, compare the formulas with the direct fault values $95.0562$ and $95.0565$ µHa, obtained from periodic cells of 12 and 24 layers. Does the next order help?

*Answer.* Layers are $\sqrt{2/3}\,d=0.816d$ apart, so hopping reaches second-neighbour layers ($1.63d$) but not third ($2.45d$). This does not limit the energy to second neighbours: an electron can travel through many layers by successive hops, and $\Omega$ is not a sum over pairs of layers. The rotation argument of part (a) still applies, and the equality of $\Omega$ for a mixed stacking and its spin-reversed partner was tested numerically.

At common $\mu$ and temperature the fault excess is

$$\gamma A=N(\Omega_{\rm cell}-\Omega_{\rm fcc})$$

for a cell of $N$ layers with one reversed spin. The reversed step shifts the end of the cell sideways, so the cell is repeated along a correspondingly slanted vector. Doubling $N$ changes the given result by $0.0003$ µHa. This small change comes from the mesh of wave vectors: on finer meshes both cells give $95.0558$ µHa, so the interaction between repeated faults is negligible here.

The estimates are

$$2(47.5805)=95.161\ \text{µHa},$$
$$47.5805+2(23.7903)=95.161\ \text{µHa}.$$

Both exceed the direct value by about $0.105$ µHa, or $0.11\%$ of it. The next order brings no improvement. The difference between the two formulas is $2\Omega_{\rm dhcp}-\Omega_{\rm hcp}-\Omega_{\rm fcc}$, which for pair couplings equals $4(J_2+J_6+\cdots)$. Here it is no larger than about $2\times10^{-4}$ µHa: dhcp lies midway between fcc and hcp to the printed accuracy. Four-spin terms can also enter this difference, so its smallness does not show that $J_2$ vanishes. The remaining error is common to both formulas and points to terms that neither formula captures, such as $4J_4$ or $8K$. These data do not separate them, nor do they show why the difference is so small. The given values refer to a mesh of 24 wave vectors in each direction. Refining it leaves the two bulk differences unchanged in the digits shown and lowers the two fault values by $0.0004$ and $0.0007$ µHa, far less than the error of the formulas.

The agreement of two successive estimates is thus not an error bound. In this model they differ from each other by far less than either differs from the direct result. A separate fault calculation, or bulk energies of further stackings that do respond to the missing couplings, is needed to judge the truncation.

Both models keep every stacking at one common geometry, as the formulas require. If, in another calculation, hcp and dhcp are relaxed to their own layer areas and spacings, their energies include strain relief that a fault held to the area of the surrounding fcc crystal cannot obtain in full: it can adjust its layer spacings but not its area. The formulas then mix different geometries, and the mapping must be made at the common geometry, with the relaxation of the fault treated separately.

## Numbers as computed

```
Pair ranges n missed by the J1 formula (n<=8): [2, 4, 6, 8]
Pair ranges n missed by the J1,J2 formula (n<=8): [4, 8]
(a) damped Friedel pair potential
neighbour distance d: 5.0 bohr
Fermi wave number k_F: 1.0 1/bohr
damping length lambda: 5.0 bohr
strength C: 1.0 hartree bohr^3
area per atom A: 21.6506 bohr^2
v_2: 1279.0393 microhartree
v_3: 177.5891 microhartree
v_4: 20.9386 microhartree
v_5: 0.7585 microhartree
v_6: -0.6203 microhartree
J1 (layers through 4th): 558.5770 microhartree
J2 (layers through 4th): -39.1626 microhartree
J3 (layers through 4th): 2.6173 microhartree
K (layers through 4th): -7.8520 microhartree
E_fcc: -14854.4982 microhartree/atom
E_hcp - E_fcc: 1122.3280 microhartree/atom
E_dhcp - E_fcc: 483.1193 microhartree/atom
gamma*A, J1 formula: 2244.6559 microhartree
gamma*A, J1,J2 formula: 2088.5665 microhartree
gamma*A, direct: 2032.3664 microhartree
direct minus J1 formula: -212.2895 microhartree
direct minus J1,J2 formula: -56.2000 microhartree
-3 v_4: -62.8158 microhartree
gamma, direct: 93.8710 microhartree/bohr^2
gamma, direct, SI: 0.14615 J/m^2
(b) s-band tight-binding model
hopping at distance d: -0.020 hartree
hopping decay length / d: 0.30 (no unit)
hopping cutoff / d: 2.05 (no unit)
electronic temperature kT: 0.020 hartree
chemical potential: 0.000 hartree
Omega_hcp - Omega_fcc: 47.5805 microhartree/atom
Omega_dhcp - Omega_fcc: 23.7903 microhartree/atom
gamma*A, J1 formula: 95.1610 microhartree
gamma*A, J1,J2 formula: 95.1611 microhartree
gamma*A, direct, 12 layers: 95.0562 microhartree
gamma*A, direct, 24 layers: 95.0565 microhartree
```
